# Why the cell integral of the density is not the polarization

The integral of $\mathbf r\rho(\mathbf r)$ over one unit cell, divided by the cell volume, is not the polarization of a crystal. Its value depends on where the cell is cut and on the shape of the cell. The quantity whose changes give the current through an insulator is the dipole of the ions together with the centres of the electrons' Wannier functions. The two agree when the Wannier functions that belong to a cell lie wholly inside it. This requires the electron density to vanish at the cut, which for a finite potential is reached only as a limit; a zero of the net charge density is not enough.

## The crystal and the two dipoles

Atomic units are used in the algebra ($\hbar=m=e=1$, electron charge $-1$). Numbers are in eV and angstrom. The crystal is one-dimensional with period $a$, insulating, and without a macroscopic electric field. Each cell holds a fixed point ion of charge $+2$ and two electrons of opposite spin, which fill the lowest band. One ion sits at $x=0$. The electrons do not interact with each other; they move in the model potential
$$V(x)=-A\cos(gx)-B\cos(2gx-\varphi),\qquad g=\frac{2\pi}{a},$$
with $a=4$ Å, $A=4$ eV and $B=2$ eV. At $\varphi=0$ the potential is even in $x$. At $\varphi=\pi/2$ it is not, and the band gap is 3.97 eV.

Let $n(x)$ be the number density of electrons and $\rho$ the total charge density, ion included. The cell dipole for a cell with left edge $x_0$ is
$$D(x_0)=\int_{x_0}^{x_0+a}x\,\rho(x)\,dx=-\int_{x_0}^{x_0+a}x\,n(x)\,dx .$$
The second form holds for $-a<x_0<0$, when the ion inside the cell is the one at $x=0$ and contributes $2\cdot 0$. The Wannier dipole is
$$D_W=-2\bar x,$$
where $\bar x$ is the centre of the Wannier function of the filled band, defined and justified below. In one dimension the polarization is a dipole per length, $P=D/a$, and has the unit of charge.

## The counter-example

At $\varphi=\pi/2$ the Wannier centre is $\bar x=0.0713$ Å, so $D_W=-0.1425$ e Å. The cell integral of the same density gives

- $x_0=-0.75a$: $D=+0.7451$ e Å,
- $x_0=-0.50a$: $D=-0.1131$ e Å,
- $x_0=-0.25a$: $D=-0.9134$ e Å.

Even the sign depends on the cut. To see why, differentiate with respect to both limits of the integral and use $\rho(x_0+a)=\rho(x_0)$:
$$D'(x_0)=(x_0+a)\rho(x_0+a)-x_0\rho(x_0)=a\,\rho(x_0).$$
Away from the ion, $\rho=-n$ and $D'=-a\,n(x_0)$. At $x_0=-a/2$ the electron density is 0.107 per Å, so the slope is $-4\times0.107=-0.43$ e Å per Å. Moving the cut by a mere 0.1 Å changes $D$ by about 0.04 e Å, some 30% of $D_W$.

As $x_0$ runs from just above $-a$ to just below $0$, $D$ falls by $a\int n\,dx=2a=8$ e Å in total. It falls continuously, and steadily wherever $n>0$. Modulo $2a$ it therefore passes through every value except one, the common limit at the two ends of the range, where the cut would go through the point ion. With that one exception a suitable cut can produce any answer, and here the right one is among them, but the value of the integral does not show which cut is the right one.

**Averaging over cuts** does not help. Put $x=x_0+s$. Because the cell is neutral, the term with $x_0$ drops out:
$$D(x_0)=x_0\int_0^a\rho(x_0+s)\,ds+\int_0^a s\,\rho(x_0+s)\,ds=\int_0^a s\,\rho(x_0+s)\,ds .$$
Now average over one period of $x_0$ and exchange the integrals:
$$\frac1a\int_{-a}^{0}D(x_0)\,dx_0=\int_0^a s\left[\frac1a\int_{-a}^{0}\rho(x_0+s)\,dx_0\right]ds=0,$$
since the bracket is the mean charge density, which is zero. The average vanishes for every neutral periodic density, polar or not.

**Cutting where the net density is zero** does not help either. Replace the point ion by a Gaussian of width 0.5 Å centred at the same place. Its dipole about its centre is zero, so $D_W$ is unchanged. The net density now passes through zero at two places in the period, $x_0=-3.49$ Å and $x_0=-0.75$ Å. The cell dipoles there are $+0.9236$ and $-0.8225$ e Å. Since $D'=a\rho$, a zero of $\rho$ makes $D$ stationary; here the two zeros are its maximum and its minimum, and neither is near $-0.1425$ e Å.

## The shape of the cell

In any number of dimensions, two primitive cells of the same lattice can be turned into one another by cutting one into pieces and moving each piece by a lattice vector. A piece $\Gamma$ with net charge $Q_\Gamma$, moved by $\mathbf R$, changes the cell dipole by
$$\int_\Gamma(\mathbf r+\mathbf R)\rho\,d\mathbf r-\int_\Gamma\mathbf r\rho\,d\mathbf r=\mathbf R\,Q_\Gamma ,$$
because $\rho$ is the same at $\mathbf r$ and $\mathbf r+\mathbf R$. Adding the pieces gives
$$\mathbf D_{\rm new}-\mathbf D_{\rm old}=\sum_\Gamma \mathbf R_\Gamma\,Q_\Gamma .$$
This covers changes of origin and of shape alike.

Take a square crystal whose potential is the sum of the polar potential ($\varphi=\pi/2$) in $x$ and the even one ($\varphi=0$) in $y$. The states are products of one-dimensional states, and a gap of 3.11 eV separates the filled band from the empty ones. The Wannier function is a product too, so the $x$ component of the Wannier dipole is still $-0.1425$ e Å.

Compare the square $|x|,|y|<a/2$ with the parallelogram $|y|<a/2$, $|x-y|<a/2$. They have the same area and the same centre, and both contain the ion. To pass from the first to the second, a triangle at the upper left holding 0.0625 electrons moves by $+a$ in $x$, and a triangle at the lower right holding 0.0703 electrons moves by $-a$. With electron charge $-1$ the change is
$$-4\times0.0625+4\times0.0703=+0.031\ \text{e Å}.$$
Direct integration gives $-0.1131$ e Å for the square and $-0.0818$ e Å for the parallelogram, which differ by this amount.

## The correct statement

Let the potential of an insulator with one doubly filled band change slowly in time, with the period and the ions fixed. Then, to leading order in the rate of change:

1. The charge current integrated over a cell equals $dD_W/dt$, with $D_W=-2\bar x$ defined modulo $2a$.
2. The cell dipole differs from it by the spill of the Wannier function over the cell edges,
$$D(x_0)=D_W+a\sum_m m\,s_m ,$$
where $s_m$ is the number of electrons of the home Wannier function found in cell $m$, the interval from $x_0+ma$ to $x_0+(m+1)a$.

If the ions move as well, their charges times their displacements are added to the change of $D_W$.

The first point says what polarization means here: a change of $P$ is the charge that has flowed through the bulk. That is what an ammeter between the two ends of a sample registers.

## Proof: the current of a filled band

Write the Bloch functions as $\psi_k=e^{ikx}u_k$, with $u_k$ periodic and normalised over one cell. The functions $u_k$ are eigenstates of
$$H_k=\tfrac12(p+k)^2+V(x,t),\qquad p=-i\,\partial_x .$$
At each instant let $|m\rangle$ be the eigenstates of $H_k$ with energies $E_m$, and let $|u\rangle$ be the filled one with energy $E_0$. If $V$ changed infinitely slowly, the electron would stay in $|u\rangle$. At a small finite rate its state is $e^{-i\theta}(|u\rangle+|\delta\rangle)$, with $|\delta\rangle$ orthogonal to $|u\rangle$ and of first order in the rate. Insert this in $i\partial_t\Psi=H_k\Psi$, and drop $\partial_t|\delta\rangle$ and other terms of second order:
$$\dot\theta\,|u\rangle+E_0|\delta\rangle+i|\partial_tu\rangle=E_0|u\rangle+H_k|\delta\rangle .$$
The component along $|u\rangle$ fixes the phase $\theta$. The component along $|m\rangle\neq|u\rangle$ gives
$$\langle m|\delta\rangle=\frac{i\,\langle m|\partial_tu\rangle}{E_m-E_0}.$$
The gap is needed here: the denominator must not become small.

The velocity operator is $p+k=\partial_kH_k$. For its matrix elements, differentiate $H_k|u\rangle=E_0|u\rangle$ with respect to $k$ and project. On $\langle u|$ this gives $\langle u|\partial_kH_k|u\rangle=\partial_kE_0$. On $\langle m|$ it gives $\langle m|\partial_kH_k|u\rangle=(E_0-E_m)\langle m|\partial_ku\rangle$. The mean velocity to first order is therefore
$$v_k=\partial_kE_0+2\,{\rm Re}\sum_{m\ne0}(E_0-E_m)\langle\partial_ku|m\rangle\,\frac{i\langle m|\partial_tu\rangle}{E_m-E_0}.$$
The energy factors cancel to $-1$, which leaves $-i\langle\partial_ku|m\rangle\langle m|\partial_tu\rangle$ in the sum. The sum may be extended to the filled state. Since $\langle u|u\rangle=1$, both $\langle\partial_ku|u\rangle$ and $\langle u|\partial_tu\rangle$ are imaginary, their product is real, and $-i$ times it has no real part. Completeness then gives
$$v_k=\partial_kE_0+2\,{\rm Im}\langle\partial_ku|\partial_tu\rangle=\partial_kE_0+i\big(\langle\partial_tu|\partial_ku\rangle-\langle\partial_ku|\partial_tu\rangle\big).$$
Define $A_k=i\langle u|\partial_ku\rangle$ and $A_t=i\langle u|\partial_tu\rangle$. In $\partial_tA_k-\partial_kA_t$ the mixed second derivatives cancel, and what remains is the last bracket times $i$. So
$$v_k=\partial_kE_0+\partial_tA_k-\partial_kA_t .$$

Choose the phases so that $\psi_k$ is smooth in $k$ and $\psi_{k+g}=\psi_k$. Then $u_{k+g}=e^{-igx}u_k$. The extra factor does not depend on time, so $A_t$ is periodic in $k$, as $E_0$ is. Their $k$-derivatives integrate to zero over a full period, and the average velocity is
$$\frac{a}{2\pi}\int_0^g v_k\,dk=\frac{d\bar x}{dt},\qquad \bar x=\frac{a}{2\pi}\int_0^g A_k\,dk .$$
With two electrons per cell, the electron flux $j(x)$ satisfies $\int_{\rm cell}j\,dx=2\,d\bar x/dt$. The charge current is its negative, $d(-2\bar x)/dt=dD_W/dt$. This proves the first point.

## Proof: $\bar x$ is a Wannier centre

The Wannier function is
$$w(x)=\frac{a}{2\pi}\int_0^g\psi_k(x)\,dk .$$
Write $x\,e^{ikx}=-i\partial_ke^{ikx}$ and integrate by parts in $k$. The end terms cancel because $\psi_g=\psi_0$:
$$x\,w(x)=\frac{a}{2\pi}\int_0^g e^{ikx}\,i\partial_ku_k(x)\,dk .$$
Functions of Bloch form with different $k$ are orthogonal over all space; for periodic $f_k$,
$$\int_{-\infty}^{\infty}\psi_k^*\,e^{ik'x}f_{k'}\,dx=\frac{2\pi}{a}\,\delta(k-k')\,\langle u_k|f_k\rangle .$$
Hence
$$\int x|w|^2dx=\left(\frac{a}{2\pi}\right)^2\frac{2\pi}{a}\int_0^g i\langle u_k|\partial_ku_k\rangle\,dk=\bar x .$$
The same step without the factor $x$ gives $\int|w|^2dx=1$.

The phases are not unique. Replacing $\psi_k$ by $e^{i\beta(k)}\psi_k$ keeps it periodic if $\beta$ grows by $2\pi\ell$ over the period, with $\ell$ an integer. Then $A_k\to A_k-\beta'(k)$ and $\bar x\to\bar x-\ell a$. The centre is fixed up to a lattice vector, and $D_W$ up to $2a$, here 8 e Å. The change along a continuous path carries no such ambiguity if $\bar x$ is followed continuously.

In a plane-wave calculation the states are known on a grid of $k$ points with spacing $b$ and unrelated phases. For small $b$, $\langle u_k|u_{k+b}\rangle\approx1-ibA_k\approx e^{-ibA_k}$, so
$$\bar x\approx-\frac{a}{2\pi}\,{\rm Im}\ln\prod_k\langle u_k|u_{k+b}\rangle ,$$
where the last state is $e^{-igx}$ times the first. Each state occurs once as bra and once as ket, so arbitrary phases cancel. This Berry phase and the real-space integral of $x|w|^2$ both give 0.07127 Å. The information sits in the relation between states at neighbouring $k$, which the first moment of the density over a single cell does not use.

## Proof: the spill

The displaced functions $w(x-ma)=\frac{a}{2\pi}\int_0^g e^{-ikma}\psi_k(x)\,dk$ are the Fourier coefficients of $\psi_k(x)$ regarded as a periodic function of $k$. Parseval's theorem gives
$$n(x)=2\,\frac{a}{2\pi}\int_0^g|\psi_k(x)|^2dk=2\sum_m|w(x-ma)|^2 .$$
Insert this in the cell dipole and put $x=y-ma$ in the term that contains $w(x+ma)$. As $x$ covers the cell, $y$ covers cell $m$:
$$D(x_0)=-\sum_m\int_{{\rm cell}\ m}(y-ma)\,2|w(y)|^2dy=-2\bar x+a\sum_m m\,s_m .$$
This is the second point. The cell integral contains the right amount of charge, but the tails in it come from neighbouring Wannier functions and are counted at the wrong distance, by whole periods.

The individual $s_m$ depend on the choice of phases $\beta(k)$; the sum $\sum_m m\,s_m$ does not, as long as $\bar x$ stays the same. With the phases chosen so that $\psi_k(0)>0$, and for $x_0=-a/2$, the home function has 1.9497 electrons in its own cell, 0.02837 in the next cell to the right and 0.02123 in the next to the left. These neighbours contribute $0.02837-0.02123=0.00714$ to the sum; with the more distant cells it is 0.00737. The error is $4\times0.00737=0.0295$ e Å, and indeed $-0.1425+0.0295=-0.1130$ e Å, the cell value to within rounding. In terms of polarization, the cell integral gives $-0.0283$ e where the Wannier centre gives $-0.0356$ e. Only about 2.5% of this Wannier function lies outside the home cell, and the contributions from the left and the right largely cancel. The error is still 21% of $D_W$, because the imbalance that remains is multiplied by a full period, which is much larger than $\bar x$.

## Differences of the cell dipole fail too

One might hope that the dependence on the cut cancels when two states of the crystal are compared at fixed $x_0$. Use the continuity equation $\partial_tn=-\partial_xj$ and integrate by parts:
$$\frac{dD}{dt}=\int_{x_0}^{x_0+a}x\,\partial_xj\,dx=\big[x\,j\big]_{x_0}^{x_0+a}-\int_{x_0}^{x_0+a}j\,dx=a\,j(x_0)-\int_{x_0}^{x_0+a}j\,dx .$$
The last term is the physical current. The term $a\,j(x_0)$ comes from the cut. When an electron leaves through the right edge, its periodic copy enters at the left edge, and the cell integral counts this as a jump backwards by $a$.

To check this without the adiabatic formulas, the time-dependent Schrödinger equation was solved while $\varphi$ rose smoothly from 0 to $\pi/2$ in 14.5 fs. Initially $D(-a/2)$ is zero by symmetry. Symmetry requires $-\bar x=\bar x$ modulo $a$, which allows $\bar x=0$ or $a/2$; the calculation gives $\bar x=0$, so $D_W$ is zero as well. The integrated current gives a dipole change of $-0.1425$ e Å, equal to the change of $D_W$ to the digits shown. The cell dipole at $x_0=-a/2$ changes by $-0.1131$ e Å. During the ramp 0.00737 electrons pass the edge towards positive $x$, and $4\times0.00737=0.0295$ e Å accounts for the difference. This count equals the spill sum found above, as it must: $D-D_W$ starts at zero and can grow only through flow across the cut.

## When the cell integral is right

If the home Wannier function lies wholly in one cell $m$, then $s_m=2$, the other terms vanish, and $D=D_W+2am$: the same polarization modulo the quantum. The current gives the matching condition. If $n(x_0)=0$, then $\psi_k(x_0)=0$ for every filled $k$, because $n$ is an average of the non-negative $|\psi_k|^2$. Applied to the actual time-dependent states and their density, this makes the flux $j(x_0)$, which contains $\psi_k(x_0)$ as a factor, vanish too. As long as this holds during the change, $D$ and $D_W$ change together. For a bounded potential the condition is never met exactly: the $k=0$ state of the lowest band has no node and $\psi_k$ is continuous in $k$, so $n(x)>0$ everywhere. It is a limit, approached as the barrier between the units grows.

The spill sum can also vanish by balance, as for a symmetric crystal cut symmetrically with its Wannier centre at the middle of the cell. That agreement says nothing about a crystal of lower symmetry.

Multiplying the whole potential by 4 and by 16 approaches the limit of isolated units. For the cut at $-a/2$ the edge density falls from 0.107 to $3.4\times10^{-3}$ and $1.6\times10^{-6}$ per Å, and $|D-D_W|$ from $2.95\times10^{-2}$ to $1.3\times10^{-3}$ and $5\times10^{-7}$ e Å.

In the deepest case $D_W=-0.5815$ e Å, and moving the cut through nearly empty space to $x_0=-0.6a$ gives $-0.5814$ e Å. But a cut at $x_0=-11a/12$ gives $+3.0052$ e Å. Its right edge lies at $a/12$, in the middle of the electron cloud. The difference of 3.587 e Å, divided by $a=4$ Å, is 0.897 electrons: the part of the cloud to the right of $a/12$, which this cell replaces by its copy one period to the left. Even for well-separated units the cell integral is safe only for cells that leave each unit whole.

The numerical output below lists the values used here.

## Calculated quantities

```
period a = 4.000 angstrom
potential A = 4.000 eV, B = 2.000 eV
band gap at phi=pi/2 = 3.973 eV
Wannier centre, real space = 0.07127 angstrom
Wannier centre, Berry phase = 0.07127 angstrom
Wannier dipole d_W = -0.1425 e angstrom
quantum of the dipole 2a = 8.000 e angstrom
d_cell, x0 = -0.75 a: 0.7451 e angstrom
d_cell, x0 = -0.50 a: -0.1131 e angstrom
d_cell, x0 = -0.25 a: -0.9134 e angstrom
|average of d_cell over origins| = 2.6e-16 e angstrom
electrons of home Wannier in cell -1: 0.02123
electrons of home Wannier in cell 0: 1.94972
electrons of home Wannier in cell 1: 0.02837
sum of m*s_m = 0.00737 electrons
a*sum of m*s_m = 0.0295 e angstrom
P from Wannier centre = -0.0356 e
P from cell integral, x0=-a/2 = -0.0283 e
2D gap = 3.112 eV
2D x-dipole, square cell = -0.1131 e angstrom
2D x-dipole, parallelogram = -0.0818 e angstrom
electrons moved by +a: 0.06250, by -a: 0.07031
ramp time = 14.51 fs
dipole change from current = -0.1425 e angstrom
dipole change from Wannier = -0.1425 e angstrom
change of d_cell, x0=-a/2 = -0.1131 e angstrom
electrons through the edge (to +x) = 0.00737
a*edge electrons = 0.0295 e angstrom
ion smearing width = 0.50 angstrom
net density zero at x0 = -3.4908 angstrom: d_cell = 0.9236 e angstrom
net density zero at x0 = -0.7500 angstrom: d_cell = -0.8225 e angstrom
depth x1: edge density 1.07e-01 per angstrom, |d_cell-d_W| = 2.95e-02 e angstrom
depth x4: edge density 3.44e-03 per angstrom, |d_cell-d_W| = 1.29e-03 e angstrom
depth x16: edge density 1.57e-06 per angstrom, |d_cell-d_W| = 5.00e-07 e angstrom
depth x16: d_W = -0.5815 e angstrom
depth x16, x0=-0.6a: d_cell = -0.5814 e angstrom
depth x16, x0=-11a/12: d_cell = 3.0052 e angstrom
```
